# Thickness and high-frequency permittivity in Tauc-Lorentz ellipsometry of phase-change films

An ellipsometric fit of a phase-change film a few nanometres thick determines the product of thickness and a function of permittivity far better than either factor. For a film of thickness $d$ and permittivity $\varepsilon$, in air on a transparent substrate of permittivity $\varepsilon_s$, the ratio of the reflection amplitudes obeys, to first order in $d$,

$$\rho-\rho_0=K(E,\theta)\,d\,f(\varepsilon),\qquad f=\frac{(\varepsilon-1)(\varepsilon-\varepsilon_s)}{\varepsilon}. \tag{1}$$

If $\varepsilon$ follows a Tauc-Lorentz law with amplitude $A$ and high-frequency value $\varepsilon_\infty$, the change

$$d\to\lambda d,\quad A\to A/\lambda,\quad \varepsilon_\infty-S\to(\varepsilon_\infty-S)/\lambda,\quad S=1+\varepsilon_s, \tag{2}$$

leaves this first-order signal nearly unchanged when $|\varepsilon|$ is large. Along this change, thickness and $\varepsilon_\infty$ rise together for $\varepsilon_\infty<S$; their fitted correlation follows this sign when $\varepsilon_\infty$ lies well below $S$. The correlation belongs to the whole set of free parameters: with $A$ held fixed it can have the other sign. The singular value decomposition of the Jacobian, through its vectors as well as its values, shows which case applies.

## Why a fit at each energy is weak

Gaussian units and the time factor $e^{-i\omega t}$ are used, with $E=\hbar\omega$ and $k_0=E/(\hbar c)$. All media are isotropic and nonmagnetic. The back face of the substrate is taken as roughened, so that it returns no light to the detector.

The naive scheme takes the real and imaginary parts of $\varepsilon$ at each energy as free numbers and adds one thickness. Suppose that (1) holds and a wrong thickness $d'$ is assumed. The data are reproduced if $f(\varepsilon')=F$ with $F=d\,f(\varepsilon)/d'$, that is,

$$\varepsilon'^2-(S+F)\varepsilon'+\varepsilon_s=0 .$$

The product of the two roots is the positive number $\varepsilon_s$, so their phases are opposite. If the roots are not real, one of them has a positive imaginary part and describes an absorbing film. To first order in $d$, a wrong thickness thus yields an acceptable spectrum. In thicker films measured at several angles, higher-order terms restore some information, but a link between energies makes the fit much firmer. Causality supplies a link, though it does not fix the thickness by itself: the change (2) turns one causal spectrum into another, with $\varepsilon_\infty$ staying above 1 for $\lambda$ not too far below 1.

## A causal permittivity in closed form

The Tauc-Lorentz absorption is, for $E>E_g$,

$$\varepsilon_2=\frac{AE_0C(E-E_g)^2}{E\,D(E)},\qquad D(E)=(E^2-E_0^2)^2+C^2E^2,$$

and zero for $0<E<E_g$. A response that follows its cause has the form

$$\varepsilon(z)=\varepsilon_\infty+\frac1\pi\int_{-\infty}^{\infty}\frac{\varepsilon_2(\xi)}{\xi-z}\,d\xi,\qquad z=E+i0,$$

because $1/(\xi-z)=i\int_0^\infty e^{i(z-\xi)t}dt$ contains positive delays $t$ alone. The constant $\varepsilon_\infty$ is an instantaneous response, standing for absorption far above the measured range. It is not the permittivity at telecom wavelengths.

Since $\varepsilon_2$ is odd, the points $\xi$ and $-\xi$ combine through $1/(\xi-z)+1/(\xi+z)=2\xi/(\xi^2-z^2)$:

$$\varepsilon(z)=\varepsilon_\infty+\frac{2AE_0C}{\pi}\int_{E_g}^{\infty}\frac{(\xi-E_g)^2}{D(\xi)(\xi^2-z^2)}\,d\xi .$$

The factorization $D=(\xi^2-E_0^2+iC\xi)(\xi^2-E_0^2-iC\xi)$ gives four poles $\pm\sqrt{E_0^2-C^2/4}\pm iC/2$, with independent signs. They are distinct for $C\ne2E_0$. Two more poles lie at $\pm z$. The residues $r_j$ are

$$\frac{(p-E_g)^2}{D'(p)(p^2-z^2)}\ \text{at a root }p\text{ of }D,\qquad \pm\frac{(z\mp E_g)^2}{2zD(z)}\ \text{at }\pm z,$$

where $D'(p)=4p(p^2-E_0^2)+2C^2p$. The integrand falls as $\xi^{-4}$, so its $1/\xi$ term, $\sum_j r_j$, vanishes. The antiderivative $\sum_j r_j\,\mathrm{Log}(\xi-p_j)$ therefore vanishes at infinity. No pole lies on the path, so the principal logarithm stays continuous along it, and the lower limit gives

$$\varepsilon(E)=\varepsilon_\infty-\frac{2AE_0C}{\pi}\sum_{j=1}^{6}r_j\,\mathrm{Log}(E_g-p_j). \tag{3}$$

For $E>E_g$ the pole at $E+i0$ has $\mathrm{Log}(E_g-E-i0)=\ln|E_g-E|-i\pi$. Its imaginary part contributes $(2AE_0C/\pi)\,\pi(E-E_g)^2/(2ED)$, which is the original $\varepsilon_2$. The other terms are real or form conjugate pairs. As a test, a principal-value quadrature of $\varepsilon_2$ at 0.8, 2.0 and 3.5 eV agreed with (3) to $1.5\times10^{-11}$.

## Reflection from the layer

Let $s=\sin^2\theta$ and $c=\cos\theta$, with $z$ from here on the depth below the surface. For $s$ polarization take $F=E_y$, $G=-H_x$; for $p$ polarization take $F=H_y$, $G=E_x$. Maxwell's curl equations, $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$, become after elimination of the normal field

$$F'=ik_0wG,\qquad G'=ik_0\frac{\varepsilon-s}{w}F,\qquad w=\begin{cases}1&(s)\\ \varepsilon&(p).\end{cases}$$

Both $F$ and $G$ are tangential and hence continuous. A wave $e^{\pm ik_zz}$ with $k_z=k_0\sqrt{\varepsilon-s}$ has $G=\pm qF$, where $q=k_z/(k_0w)$. Adding the two waves and eliminating their amplitudes gives, with $\varphi=k_zd$,

$$\begin{pmatrix}F\\G\end{pmatrix}_{0}=\begin{pmatrix}\cos\varphi&-\dfrac{i}{q}\sin\varphi\\-iq\sin\varphi&\cos\varphi\end{pmatrix}\begin{pmatrix}F\\G\end{pmatrix}_{d}.$$

In the substrate $G=q_sF$, since no wave returns. In air an incident amplitude 1 and a reflected amplitude $r$ give $F=1+r$ and $G=c(1-r)$, so $r=(cF-G)/(cF+G)$. Then $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$, equal to $-1$ at normal incidence. More layers add more matrices. Direct integration of the two differential equations for the example film at 2 eV and 65° agreed with the matrix to $2.4\times10^{-13}$ in $r$.

## The weak direction

For a thin film it is simpler to follow $Y=G/F$. The differential equations give $Y'=ik_0[(\varepsilon-s)/w-wY^2]$, and $Y=q_s$ at the lower face. Hence at the upper face

$$\delta Y=-ik_0d\left[\frac{\varepsilon-s}{w}-wq_s^2\right],\qquad \delta\ln r=-\frac{2c\,\delta Y}{c^2-q_s^2}.$$

For $s$ polarization $q_s^2=\varepsilon_s-s$, which gives

$$\delta\ln r_s=2ik_0dc\,\frac{\varepsilon-\varepsilon_s}{1-\varepsilon_s}.$$

For $p$ polarization $q_s^2=(\varepsilon_s-s)/\varepsilon_s^2$. With $L=\varepsilon_s-s(1+\varepsilon_s)=\varepsilon_sc^2-s$, the denominator is $c^2-q_s^2=(\varepsilon_s-1)L/\varepsilon_s^2$, so

$$\delta\ln r_p=2ik_0dc\,\frac{\varepsilon_s^2(1-s/\varepsilon)-\varepsilon(\varepsilon_s-s)}{(\varepsilon_s-1)L}.$$

In the difference $\delta\ln r_p-\delta\ln r_s$, the numerator over $(\varepsilon_s-1)L$ is

$$\varepsilon_s^2-\frac{s\varepsilon_s^2}{\varepsilon}-\varepsilon\varepsilon_s+s\varepsilon+(\varepsilon-\varepsilon_s)L .$$

Here $(\varepsilon-\varepsilon_s)L=\varepsilon\varepsilon_s-\varepsilon_s^2-s\varepsilon-s\varepsilon\varepsilon_s+s\varepsilon_s+s\varepsilon_s^2$. The terms $\varepsilon_s^2$, $\varepsilon\varepsilon_s$ and $s\varepsilon$ cancel, leaving

$$-\frac{s\varepsilon_s}{\varepsilon}\left[\varepsilon^2-\varepsilon-\varepsilon\varepsilon_s+\varepsilon_s\right]=-s\varepsilon_sf .$$

This proves (1), with

$$K=\frac{2ik_0\rho_0\,c\,s\,\varepsilon_s}{(1-\varepsilon_s)(\varepsilon_sc^2-s)} .$$

At the Brewster angle $\rho_0$ and $L$ vanish together and $K$ stays finite. For the example spectrum at $d=10^{-4}$ nm, the transfer matrix agreed with this law to a relative $2.7\times10^{-5}$ at 65° and 75°.

The angle enters through $K$ alone. At this order, further angles repeat the measurement of $df$ and average its noise, but cannot separate $d$ from $\varepsilon$.

Consider first a transparent film with constant $\varepsilon$. The derivatives of the signal with respect to $\ln d$ and $\varepsilon$ are $Kdf$ and $Kdf'$, which are proportional at every energy and angle. One singular value is then zero. For $\varepsilon>\varepsilon_s>1$ both factors are positive, so an increase of $d$ is cancelled by a decrease of $\varepsilon$: perfect anticorrelation. With $\varepsilon=9$ and $d=0.001$ nm, the cosine between the two computed columns differed from 1 by $4\times10^{-10}$.

Dispersion breaks this degeneracy, but a free amplitude restores most of it. Write $\varepsilon=\varepsilon_\infty+Ag(E)$ and

$$f=\varepsilon-S+\frac{\varepsilon_s}{\varepsilon},\qquad d(\varepsilon-S)=d(\varepsilon_\infty-S)+dA\,g(E).$$

The second expression is invariant under (2). With $\lambda=e^t$, the last term of $f$ leaves a signal

$$\frac{d}{dt}\left[e^tf\right]_{t=0}=f-f'(\varepsilon-S)=\frac{\varepsilon_s(2\varepsilon-S)}{\varepsilon^2}, \tag{4}$$

because $f'=1-\varepsilon_s/\varepsilon^2$. It is small for large $|\varepsilon|$. For the example spectrum, in the limit of small $d$, its norm is 1.5% of the signal from thickness alone; the fraction grows with thickness.

In logarithms, (2) reads $\delta\ln\varepsilon_\infty=[(S-\varepsilon_\infty)/\varepsilon_\infty]\,\delta\ln d$ and $\delta\ln A=-\delta\ln d$. For $\varepsilon_\infty>S$ the sign of the first relation reverses. At $\varepsilon_\infty=S$ the change (2) leaves $\varepsilon_\infty$ fixed. The correlation need not vanish there, and it can already be negative slightly below $S$, because the small terms neglected in (2) and the other directions then decide its sign.

## A fit that reports what it cannot separate

The phase $\Delta$ jumps by $2\pi$, so the fitted signals are $\cos2\Psi$, $\sin2\Psi\cos\Delta$ and $\sin2\Psi\sin\Delta$. Their squares add to one, so each triple holds two independent numbers. Independent noise of equal size $\sigma$ is assumed in all three.

The parameters $x$ are the logarithms of $d,\varepsilon_\infty,A,E_0,C,E_g$, which keeps them positive and makes errors relative. Singular values depend on this choice of scale; correlations do not change when a parameter is rescaled.

Let $r$ now denote the residual divided by $\sigma$, and $J=U\Sigma V^T$ the model's Jacobian divided by $\sigma$, with $\Sigma$ the diagonal matrix of singular values. The undamped step $V\Sigma^{-1}U^Tr$ amplifies noise along a weak direction by $1/s_j$, where $s_j$ is a singular value. Minimizing $|r-J\delta x|^2+\mu|\delta x|^2$ instead gives, component by component,

$$(s_j^2+\mu)(V^T\delta x)_j=s_j(U^Tr)_j,\qquad \delta x=V\,\mathrm{diag}\!\left(\frac{s_j}{s_j^2+\mu}\right)U^Tr .$$

The algorithm is as follows.

1. Compute $\varepsilon(E)$ from (3), the signals from the layer matrices, and $J$ by central differences.
2. Take the damped step, starting with $\mu=10^{-3}s_1^2$, where $s_1$ is the largest singular value; limit each component to 0.5.
3. If the sum of squares falls, accept the step and divide $\mu/s_1^2$ by 10; otherwise multiply it by 10. Stop when all components are below $10^{-7}$.
4. At the minimum, discard $\mu$ and report the $s_j$, the last column of $V$, and the covariance $V\Sigma^{-2}V^T$.

The covariance follows because unit noise in $U^Tr$ becomes an error $1/s_j$ along column $j$ of $V$. Damping guides the search and must not enter this error. Deleting a small singular value would leave its direction at the starting guess and hide the uncertainty.

## A 10 nm film

The example has $d=10$ nm, $\varepsilon_\infty=1.5$, $A=110$ eV, $E_0=2.6$ eV, $C=3.6$ eV, $E_g=0.65$ eV and $\varepsilon_s=2.1$. There are 56 energies from 0.75 to 3.5 eV at 55°, 65° and 75°, hence $3\times3\times56=504$ signals, with $\sigma=0.001$.

Here $S-\varepsilon_\infty=1.6$, so (2) predicts changes of $(\ln d,\ln\varepsilon_\infty,\ln A)$ in the ratio $1:1.07:-1$, or $(0.565,0.602,-0.565)$ after normalization. At $d=0.01$ nm, with the other three parameters fixed, the weakest singular vector is $(0.583,0.572,-0.577)$. The correlation of $d$ and $\varepsilon_\infty$ is $-0.21$ if they alone are free, and $+0.994$ once $A$ is free.

At 10 nm the first-order law is no longer accurate: at 2 eV, $k_0d|\varepsilon|\approx0.10\times21.5\approx2.2$. The weak direction survives in altered form. With all six parameters free its components are $+0.68$ for $d$, $+0.51$ for $\varepsilon_\infty$ and $-0.36$ for $A$, with smaller positive parts in $E_0$, $C$ and $E_g$. The singular values run from 12450 to 49.0. The last alone gives a thickness error of $0.679/49.0=1.39\%$, practically the whole error of 0.14 nm. The correlation of $d$ and $\varepsilon_\infty$ is $+0.92$.

A thickness wrong by 5% changes the signals by 13.4 times the noise (rms) if nothing else moves, and by 4.4 times along (2). If the other five parameters readjust freely, the linear theory gives a rise in the sum of squares of $(5/1.393)^2\approx12.9$, or an rms change of $\sqrt{12.9/504}=0.16$ of the noise. A good-looking residual therefore does not by itself exclude a thickness error of 5%.

The combination $d\,\mathrm{Re}f$ at 1550 nm has an error of 0.044%, about 30 times smaller than that of $d$. The advantage shrinks with energy: at 3.5 eV the relative error of the complex product $df$ is about 0.7%, half that of $d$. This explains the index error. There $\varepsilon=18.16+0.63i$ and $\mathrm{Re}f\approx15.2$; with the product fixed, a 1.39% thickness error moves $\varepsilon$ by about 0.21 and $n=4.26$ by $0.21/(2\times4.26)\approx0.025$, the value obtained from the full covariance.

Spreading the measurement from 65° over the three angles does not help here, although the choice of angle can matter. With the number of data held fixed, 65° measured three times gives a thickness error of 1.392%, against 1.393% for the three angles. An independent thickness helps if its uncertainty is comparable to or below the fitted 0.14 nm; one known to 0.3 nm lowers the error of $\varepsilon_\infty$ by less than a tenth. If $c_{d\infty}$ is the correlation, subtracting the part of the $\varepsilon_\infty$ error that follows $d$ leaves the fraction $\sqrt{1-c_{d\infty}^2}$. The error of $\varepsilon_\infty$ falls from 0.0165 to $0.0165\sqrt{1-0.9154^2}=0.0066$ when $d$ is known perfectly.

The linear covariance was tested by 120 nonlinear fits at one tenth of the noise. Their spread, scaled back, was 1.35% in $d$, with correlation 0.93. At full noise the spread was 1.55%; the sampling error of such a spread is about 6.5% of its value, so this is no clear sign of nonlinearity. A single fit started at 13 nm reached 9.86 nm, one standard error from the truth.

In the thickness scan, with the other true parameters fixed, the thickness error falls from 3.6% at 2 nm to 0.38% at 20 nm and 0.05% at 40 nm. The fall is not monotonic: from 7 to 12 nm the error stays between 1.37% and 1.45%. The correlation goes from $+0.97$ through $-0.49$ at 20 nm to $+0.48$ at 40 nm. The thin-film argument does not cover these last two values, and no sign rule should be carried over to thicker films.

## What a real film adds

The parameters are round numbers in the rough range of amorphous Ge-Sb-Te; an index near 4 at 1550 nm is typical, so 4.26 is somewhat high. Films of order 10 nm are relevant to photonic memory cells. Real films are often capped or oxidized, which breaks the assumption of a single layer. If noiseless data include a 1 nm surface layer with $\varepsilon=4$ and are fitted without it, the result is $d=11.6$ nm and $n=4.02$. The index is wrong by 0.24, about ten standard errors, while the rms misfit is 0.14 of the noise.

Other omissions are smaller here but not negligible. A substrate permittivity that rises from 2.10 to 2.19 over the measured range, in place of the constant 2.1, shifts $n$ by $+0.04$. The shift depends on the dispersion assumed: the Sellmeier dispersion of fused silica, 2.08 to 2.18 over this range, gives $+0.09$ in $n$ and $-0.5$ nm in $d$, so a real fit needs the measured permittivity of its own substrate. True angles 0.05° larger than assumed shift $n$ by $+0.02$. Replacing the constant $\varepsilon_\infty-1$ by a pole at 10 eV of the same static strength shifts $n$ by $+0.08$ and $d$ by $-0.4$ nm. The covariance contains none of these errors. The model also has no absorption below $E_g$, so $k=0.074$ at 1550 nm, 0.15 eV above the gap, depends on the assumed edge shape. For such a film on silica, an independent thickness together with an explicit surface layer deserves priority over more angles. The two belong together: a free surface thickness is one more correlated parameter, and without an independent film thickness it enlarges the errors. The independent value should be that of the film itself; a step height gives the sum of film and surface layer and constrains the index less. The numerical output follows.

## Values computed for the example and the checks

```
film: d=10 nm, eps_inf=1.5, A=110 eV, E0=2.6 eV, C=3.6 eV, Eg=0.65 eV
substrate permittivity 2.1; noise per signal 0.001; 56 energies 0.75-3.5 eV
angles (deg): [55. 65. 75.] number of data: 504
E=0.7999 eV: eps=18.157+0.632i, n=4.262, k=0.0742
E=2.0000 eV: eps=14.644+15.780i, n=4.253, k=1.8552
E=3.5000 eV: eps=-0.665+12.649i, n=2.450, k=2.5818
largest Kramers-Kronig error 1.5e-11; Maxwell ODE error 2.4e-13
thin law: largest relative error 2.7e-05 at d=0.0001 nm
shared direction: signal left / thickness signal = 0.0152, formula error 2.3e-04
constant real film, d=0.001 nm: 1 - column cosine = 4.2e-10
d=0.01 nm, weak vector (ln d, ln eps_inf, ln A): [ 0.583  0.572 -0.577]
  predicted vector: [ 0.565  0.602 -0.565] overlap 0.9993
  correlation d-eps_inf: two free -0.2142, with A free 0.9940
10 nm noise-weighted singular values: 1.245e+04 7718 1938 700.2 243.7 49.04
condition number 253.8
weakest vector: d +0.679, eps_inf +0.514, A -0.357, E0 +0.126, C +0.319, Eg +0.174
correlation d-eps_inf: two free -0.1639, with A free 0.8266, all six 0.9154
relative standard errors (%): d 1.393, eps_inf 1.097, A 0.737, E0 0.260, C 0.670, Eg 0.383
standard error: d 0.1393 nm, eps_inf 0.0165, eps_inf with d known 0.0066
standard error of n at 1550 nm 0.02528; of d*Re f there 0.0440 %
120 fits, noise/10, scaled: d 1.349 %, eps_inf 1.175 %, correlation 0.9271
120 fits, full noise: d 1.546 %, eps_inf 1.237 %, correlation 0.9307
displaced start: d 13.000, eps_inf 2.100, A 93.500, E0 2.860, C 3.060, Eg 0.585
fitted values: d 9.8604, eps_inf 1.4846, A 110.9734, E0 2.5919, C 3.5788, Eg 0.6484
chi-square: fit 519.99, true parameters 531.22
d +5% at 10 nm: rms signal/noise 13.361 alone, 4.416 along thin-film direction
65 deg only, measured three times: d error 1.392 %, eps_inf error 1.100 %
thickness scan, six free parameters:
  d=2 nm: error d 3.562 %, eps_inf 3.244 %, corr +0.9718, cond 449.1
  d=5 nm: error d 1.675 %, eps_inf 1.658 %, corr +0.9521, cond 299.4
  d=10 nm: error d 1.393 %, eps_inf 1.097 %, corr +0.9154, cond 253.8
  d=20 nm: error d 0.381 %, eps_inf 0.536 %, corr -0.4918, cond 79.1
  d=40 nm: error d 0.050 %, eps_inf 0.632 %, corr +0.4805, cond 63.7
neglected effects, refitted (true n at 1550 nm 4.2618):
  1 nm surface layer, eps=4: d=11.611 nm, eps_inf=1.693, n=4.0231, rms/noise=0.140
  substrate dispersion: d=9.799 nm, eps_inf=1.430, n=4.2986, rms/noise=0.136
  angle offset 0.05 deg: d=9.840 nm, eps_inf=1.490, n=4.2778, rms/noise=0.319
  background pole at 10 eV: d=9.588 nm, eps_inf=1.466, n=4.3410, rms/noise=0.201
```
